# Thermal Hall conductivity of bosonic bands and the fermionic Wiedemann–Franz limit

## Definitions and conventions

A two-dimensional crystal has Bloch Hamiltonian $H(\mathbf k)$, eigenvectors $|u_n\rangle$ and energies $\varepsilon_n(\mathbf k)$. Its Berry curvature is

$$\Omega_n=\partial_xA_y-\partial_yA_x,\qquad \mathbf A=i\langle u_n|\nabla_{\mathbf k}u_n\rangle .$$

Derivatives $\partial_x,\partial_y$ of band quantities are with respect to $k_x,k_y$. I write $\int_k=\int d^2k/(2\pi)^2$. The thermal Hall conductivity is defined by $j_x=-\kappa_{xy}\,dT/dy$, with $j_x$ the energy current per unit width, so one layer has $\kappa_{xy}$ in W/K.

The particles are free and their number is conserved by $H$. Bosons have zero chemical potential, $\varepsilon_n>0$ and occupation $n(E)=1/(e^{E/k_BT}-1)$. For fermions with chemical potential $\mu$, $j_x$ is the heat current, in which a particle of energy $E$ carries $E-\mu$. The quantity sought is the intrinsic Hall part: skew scattering and side jump are left out.

## Stage 1: a wall and two edges

A wave packet in a slowly varying wall potential $U(y)$ obeys

$$\hbar\dot{\mathbf k}=-\nabla U,\qquad \dot{\mathbf r}=\frac1\hbar\nabla_{\mathbf k}\varepsilon-\dot{\mathbf k}\times\hat z\,\Omega .$$

The $x$ component of $\dot{\mathbf k}\times\hat z$ is $\dot k_y=-\partial_yU/\hbar$, hence

$$\dot x=\frac1\hbar\partial_x\varepsilon+\frac{\Omega}{\hbar}\frac{dU}{dy}.$$

Let each packet carry energy $\varepsilon+U$. At the upper wall $U$ rises from zero to a large value. The ordinary velocity contributes the $k_x$ derivative of a periodic function of $\varepsilon+U$, which integrates to zero. In the second term put $E=\varepsilon+U$, so that $dy\,(dU/dy)=dE$:

$$I(T)=\frac1\hbar\sum_n\int_k\Omega_n\int_{\varepsilon_n}^{\infty}E\,n(E)\,dE .$$

At the lower wall $dU/dy$ has the opposite sign and the current is $-I$. If the temperature changes slowly across a strip of width $W$, the net current is

$$I(T_{\rm top})-I(T_{\rm bottom})=W\frac{dI}{dT}\frac{dT}{dy},$$

so $\kappa_{xy}=-dI/dT$. Since $n$ depends on $E/T$, $\partial_Tn=-(E/T)n'(E)$, and

$$\boxed{\kappa_{xy}=-\frac1{\hbar T}\sum_n\int_k\Omega_n\int_{\varepsilon_n}^{\infty}E^2(-n')\,dE .}\tag{1}$$

The rotation of a packet about its centre adds a current that is the curl of a magnetization. This magnetization vanishes outside the sample, so it carries no net current through a complete cross-section.

**The weight.** For bosons use $t=n(E)$ as the variable. Then $E=k_BT\ln(1+1/t)$ and $-n'dE=-dt$. As $E$ runs from $\varepsilon$ to infinity, $t$ runs from $\rho=n(\varepsilon)$ to zero:

$$\int_\varepsilon^\infty E^2(-n')dE=(k_BT)^2c_2(\rho),\qquad c_2(\rho)=\int_0^\rho\ln^2\!\left(1+\frac1t\right)dt .$$

Therefore

$$\boxed{\kappa_{xy}=-\frac{k_B^2T}{\hbar}\sum_n\int_kc_2\big(n(\varepsilon_n)\big)\Omega_n .}\tag{2}$$

The closed form is

$$c_2(\rho)=(1+\rho)L^2-\ln^2\rho-2\,\mathrm{Li}_2(-\rho),\qquad L=\ln\frac{1+\rho}{\rho}.$$

To verify it, use $L'=-1/[\rho(1+\rho)]$ and $d\,\mathrm{Li}_2(-\rho)/d\rho=-\ln(1+\rho)/\rho$. The derivative is

$$L^2-\frac{2L}\rho-\frac{2\ln\rho}\rho+\frac{2\ln(1+\rho)}\rho=L^2,$$

because the last two terms add to $2L/\rho$. The expression vanishes at $\rho=0$, as required.

**Limit: one narrow band.** If a band of Chern number $C=\int d^2k\,\Omega/2\pi$ has nearly constant energy, its contribution is $-C(k_B^2T/h)c_2$. The factor $c_2$ grows from 0 to $\pi^2/3$ with occupation. A bosonic band with a nonzero Chern number therefore does not by itself give a universal value of $\kappa_{xy}/T$.

The weak point of this stage is the assumed energy current of a packet inside the wall. An operator calculation removes that assumption.

## Stage 2: a field that acts on energy

Add a field coupled to the energy density,

$$H_\psi=H+gD,\qquad D=\tfrac12(Hy+yH).$$

Locally this multiplies the energy by $1+gy$. Equilibrium requires $(1+gy)/T_0=1/T(y)$, or $T^{-1}dT/dy=-g$ to first order. The net transport current vanishes in equilibrium, so it depends on $dT/dy+Tg$. At uniform temperature,

$$j_x=-\kappa_{xy}Tg .\tag{3}$$

The energy current is the time derivative of the energy polarization $\frac12\{H_\psi,x\}$, namely $\frac12\{H_\psi,v_\psi\}$ with $v_\psi=(i/\hbar)[H_\psi,x]$. In a strip along $x$, $v_\psi=\partial_xH_\psi/\hbar$, and the current operator is $\partial_xH_\psi^2/(2\hbar)$. Its first-order change is

$$\delta J=\frac g\hbar\partial_xA,\qquad A=\tfrac12(HD+DH)=\tfrac14(H^2y+2HyH+yH^2).$$

There are thus two contributions to the response. The state changes, giving a Kubo term $j_K$; the current operator also changes, giving $j_M$. The second is an equilibrium average weighted by position, and contains the energy-magnetization currents.

### The Kubo term

Write $H^a_{mn}=\langle u_m|\partial_aH|u_n\rangle$ and $\Delta=\varepsilon_m-\varepsilon_n$. The perturbed density matrix obeys $i\hbar\,\delta\dot\rho=[H,\delta\rho]+g[D,n(H)]$. Its steady interband elements satisfy

$$\Delta\,\delta\rho_{mn}+gD_{mn}(n_n-n_m)=0,\qquad
\delta\rho_{mn}=gD_{mn}\frac{n_m-n_n}{\Delta}.$$

Between bands, $y_{mn}=i\langle u_m|\partial_yu_n\rangle=-iH^y_{mn}/\Delta$. Hence $D_{mn}=-i\bar\varepsilon H^y_{mn}/\Delta$, with $\bar\varepsilon=(\varepsilon_m+\varepsilon_n)/2$. The unperturbed current element is $\bar\varepsilon H^x_{nm}/\hbar$. Consequently

$$j_K=-\frac{ig}\hbar\int_k\sum_{m\ne n}\frac{(n_m-n_n)\bar\varepsilon^2}{\Delta^2}H^y_{mn}H^x_{nm}.$$

Split the curvature into pairs,

$$\Omega_{mn}=\frac{i(H^x_{mn}H^y_{nm}-H^y_{mn}H^x_{nm})}{\Delta^2}=-\Omega_{nm},\qquad \Omega_m=\sum_{n\ne m}\Omega_{mn}.$$

The prefactor in $j_K$ changes sign under $m\leftrightarrow n$. Averaging the sum with its relabelled copy gives

$$j_K=\frac g{8\hbar}\int_k\sum_{m\ne n}\Omega_{mn}(n_m-n_n)(\varepsilon_m+\varepsilon_n)^2.\tag{4}$$

The diagonal part of $\delta\rho$ grows until scattering limits it. It gives a Drude response proportional to $\int_k\varepsilon^2(\partial_x\varepsilon)(\partial_y\varepsilon)n'$ for a constant scattering time. This is symmetric under $x\leftrightarrow y$, vanishes with threefold symmetry, and is set aside.

### The energy-magnetization term

For a strip of width $W$,

$$j_M=\frac g{\hbar W}\int\frac{dk_x}{2\pi}\mathrm{Tr}[n(H)\partial_xA]
=-\frac g{\hbar W}\int\frac{dk_x}{2\pi}\mathrm{Tr}[NA],\quad N=\partial_xn(H).$$

The boundary term is zero because the trace is periodic in $k_x$. Cyclic reordering gives

$$\mathrm{Tr}[NA]=\tfrac14\mathrm{Tr}[yX],\qquad X=H^2N+2HNH+NH^2.$$

The explicit $y$ must be removed before a bulk limit is taken. Choose $F$ with $F'(E)=4E^2n'(E)$. Since $y$ does not depend on $k_x$, $\int dk_x\,\mathrm{Tr}[y\partial_xF(H)]=0$. We may therefore replace $X$ by $R=X-\partial_xF(H)$.

For any smooth $f$, differentiation of $f(H)H=Hf(H)$ gives, between strip eigenstates $a,b$,

$$(\partial_xf(H))_{ab}=\frac{f(E_a)-f(E_b)}{E_a-E_b}(\partial_xH)_{ab}.$$

Thus

$$R_{ab}=\frac{r(E_a,E_b)}{E_a-E_b}(\partial_xH)_{ab},$$
$$r(a,b)=(a+b)^2[n(a)-n(b)]-[F(a)-F(b)].$$

Put $a=s+d$ and $b=s-d$. The terms linear in $d$ are $8s^2n'd-2F'(s)d=0$, and $r$ is odd in $d$, so $r$ starts at $d^3$. It is safe to define

$$B_{ab}=\frac{r(E_a,E_b)}{(E_a-E_b)^2}(\partial_xH)_{ab},\qquad R=[H,B].$$

Cyclicity now removes the position:

$$\mathrm{Tr}\,y[H,B]=-\mathrm{Tr}[H,y]B=i\,\mathrm{Tr}(\partial_yH)B .$$

The last equality uses $\partial_yH=i[H,y]$ and is applied in the bulk. For smooth $n$ over the spectrum, $B$ is short-ranged; the two edges then change this trace by an amount that does not grow with $W$. Dividing by $W$ leaves

$$j_M=-\frac{ig}{4\hbar}\int_k\sum_{m\ne n}\frac{r_{mn}}{\Delta^2}H^x_{mn}H^y_{nm}.$$

Since $r_{mn}=-r_{nm}$, averaging with the relabelled sum turns $i H^x_{mn}H^y_{nm}/\Delta^2$ into $\Omega_{mn}/2$:

$$j_M=-\frac g{8\hbar}\int_k\sum_{m\ne n}\Omega_{mn}\left[(\varepsilon_m+\varepsilon_n)^2(n_m-n_n)-(F_m-F_n)\right].\tag{5}$$

The first part cancels (4). What remains is

$$j_K+j_M=\frac g{8\hbar}\int_k\sum_{m\ne n}\Omega_{mn}(F_m-F_n)=\frac g{4\hbar}\int_k\sum_m\Omega_mF_m .$$

Take $F(\varepsilon)=4\int_\varepsilon^\infty E^2(-n')dE$. An additive constant would not matter, because $\sum_m\Omega_m=0$ at each $\mathbf k$. Equation (3) then reproduces (1), for any finite number of separated bands.

**Algebraic limit: $n(E)=E$.** Here $F=4E^3/3$ and

$$r=(a-b)\left[(a+b)^2-\tfrac43(a^2+ab+b^2)\right]=-\tfrac13(a-b)^3.$$

The magnetization term is $(g/24\hbar)\int_k\sum\Omega_{mn}\Delta^3$, which need not vanish. With (4) it forms

$$\frac g{8\hbar}\int_k\sum_{m\ne n}\Omega_{mn}\Delta\left[(\varepsilon_m+\varepsilon_n)^2+\frac{\Delta^2}3\right]
=\frac g{6\hbar}\int_k\sum_{m\ne n}\Omega_{mn}(\varepsilon_m^3-\varepsilon_n^3).$$

This equals $(g/3\hbar)\int_k\sum_m\Omega_m\varepsilon_m^3$, the result expected from $F$.

## Stage 3: cold and hot bosons

Let $x=\varepsilon/k_BT$. For $x\gg1$, $-dn/dx\approx e^{-x}$, and integration by parts gives

$$c_2\approx(x^2+2x+2)e^{-x}.$$

A gap therefore freezes out the Hall current. For $x\ll1$, $x^2(-dn/dx)=1+O(x^2)$. The integral over all positive $x$ is $\pi^2/3$, so $c_2=\pi^2/3-x+O(x^3)$. The constant cancels between bands and

$$\kappa_{xy}\to\frac{k_B}\hbar\int_k\sum_n\Omega_n\varepsilon_n .$$

Within the free-boson model $\kappa_{xy}$ saturates. A magnet may lose its order before reaching this regime.

## Stage 4: a honeycomb ferromagnet

Take spins $S=3/2$ with

$$H_s=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j+D_{\rm M}\sum_{\langle\langle ij\rangle\rangle}\nu_{ij}\hat z\cdot(\mathbf S_i\times\mathbf S_j)-K\sum_i(S_i^z)^2 .$$

Let $\mathbf a_1=(1,0)a$ and $\mathbf a_2=(1/2,\sqrt3/2)a$. On sublattice A, $\nu=+1$ for displacements $\mathbf b_i=\mathbf a_1,\mathbf a_2-\mathbf a_1,-\mathbf a_2$; on B the sign is reversed. With $S_i^+\approx\sqrt{2S}\,a_i$, near-neighbour hopping is $-JS$. The antisymmetric exchange becomes $-i\nu_{ij}D_{\rm M}S\,a_i^\dagger a_j+\mathrm{h.c.}$ One spin flip costs $e_0=3JS+K(2S-1)$ before hopping. Thus $H=e_0+\mathbf h\cdot\boldsymbol\sigma$, where

$$h_x-ih_y=-JS\sum_i e^{i\mathbf k\cdot\boldsymbol\delta_i},\qquad h_z=2D_{\rm M}S\sum_i\sin\mathbf k\cdot\mathbf b_i,$$

and the vectors from A to its B neighbours are $\boldsymbol\delta_1=(\mathbf a_1+\mathbf a_2)/3$, $\boldsymbol\delta_2=\boldsymbol\delta_1-\mathbf a_1$ and $\boldsymbol\delta_3=\boldsymbol\delta_1-\mathbf a_2$. This placement matters: reversing all three vectors with the same $\nu_{ij}$ would reverse the curvature.

Choose $J=2.0$, $D_{\rm M}=0.3$ and $K=0.2$ meV. Then $e_0=9.4$ meV. At $\mathbf k=0$, $|\mathbf h|=3JS=9$ meV, so the spectrum runs from 0.4 to 18.4 meV. At the zone corner the splitting is $6\sqrt3D_{\rm M}S=4.68$ meV. The lower and upper Chern numbers are $+1$ and $-1$.

At 20 K, $k_BT=1.72$ meV. The weight falls from 3.06 at the band minimum to 0.183 at $e_0$. Very little curvature lies near the minimum, so what counts is the weight averaged over the curvature: 0.63 in the lower band and 0.05 in the upper. The lower band therefore dominates. Summing (2) on a $300\times300$ momentum grid gives

$$\kappa_{xy}=(-3.64+0.28)\times10^{-12}=-3.36\times10^{-12}\ \mathrm{W/K}$$

per layer. For a layer spacing of 0.66 nm this is $-5.09$ mW/(m K). Reversing $D_{\rm M}$ reverses $h_z$, the curvature and the sign of $\kappa_{xy}$.

The two parts of the response can also be computed separately. I evaluated the interband sum on a $72\times72$ grid. I obtained the magnetization term by diagonalizing strips of 24 and 36 cell rows and taking the slope of $\mathrm{Tr}[n\,\partial_xA]$ with width. In units of $g/\hbar$ they are

$$0.4497-0.1737=0.2759\ \mathrm{meV}^2,$$

up to rounding. Equation (3) converts this sum to

$$-\frac{0.2759(1.602\times10^{-22}\,\mathrm J)^2}{(1.055\times10^{-34}\,\mathrm{J\,s})(20\,\mathrm K)}=-3.36\times10^{-12}\ \mathrm{W/K}.$$

The Kubo part alone would be 1.63 times the full answer. Lowering the edge-site energies by $JS$, as missing edge bonds require, leaves the magnetization term at $-0.1737$ meV²: the bulk response does not depend on this edge detail.

With all parameters fixed, $\kappa_{xy}$ is $-0.0043$, $-0.29$, $-5.1$, $-12.3$ and $-18.0$ mW/(m K) at 5, 10, 20, 30 and 40 K. The formal high-temperature limit is $-32.1$ mW/(m K).

**Comparison with a real magnet.** These round values are rough typical ones for CrI₃, a layered honeycomb ferromagnet with spin 3/2 that orders below roughly 60 K. The high-temperature limit lies outside its ordered phase, and the 30 and 40 K values should be read with caution: the free model loses 17% and 27% of its magnetization there. Real magnons interact. At 20 K the free model already loses 9.1% of its magnetization; reducing all magnon energies by that fraction changes $\kappa_{xy}$ to $-5.96$ mW/(m K), a 17% increase in magnitude. This scaling is crude and overstates the mean-field effect. Long-wavelength magnons leave neighbouring spins nearly parallel, so a Hartree–Fock decoupling lowers $J$ by only about 1.5% and $D_{\rm M}$ by about 10%, which gives about $-5.2$ mW/(m K). Layers are also coupled. A trial exchange $J_c=0.3$ meV in straight stacking adds $2J_cS(1-\cos\phi)$, with $\phi$ the phase between layers. Averaging over $\phi$ gives $-3.80$ mW/(m K), 25% smaller in magnitude than the uncoupled result. The size depends on the stacking: in rhombohedral stacking, where each spin has one vertical neighbour on the other sublattice, the same $J_c$ gives about $-4.3$ mW/(m K). A 1 T field along the spins adds 0.116 meV for $g$-factor 2 and gives $-4.89$ mW/(m K), a 4% reduction. The result is also sensitive to in-plane parameters. A ferromagnetic second-neighbour exchange of 0.16 meV raises the zone-corner energy and gives $-2.6$ mW/(m K), and $D_{\rm M}=0.18$ meV (a gap of 2.8 meV) gives $-3.8$ mW/(m K). Each change is made separately from the 20 K reference. The model also assumes that the zone-corner gap comes from antisymmetric exchange. For CrI₃ the number is therefore good to a factor of about two at best. Phonon heat currents, magnon decay and magnon–phonon mixing are not included or sized, so this is a model estimate of the magnon part, not a prediction of the total measured signal.

Terms that create magnon pairs require a Bogoliubov version of the derivation. Formula (2), with the ordinary curvature used here, does not cover them.

## Stage 5: the fermion analogue

Replace $n$ by the Fermi function $f(E)=1/(e^{(E-\mu)/k_BT}+1)$ and let each packet carry the heat $E-\mu$. At fixed $\mu$, $\partial_Tf=-[(E-\mu)/T]f'(E)$. Equation (1) remains valid with $E^2$ replaced by $(E-\mu)^2$. For charge $q$ in an electric field $\mathcal E_y$, $U=-q\mathcal E_yy$. The anomalous velocity is $-q\mathcal E_y\Omega/\hbar$, and multiplication by $q$ gives

$$\sigma_{xy}=-\frac{q^2}\hbar\sum_n\int_kf(\varepsilon_n)\Omega_n .$$

Define the curvature below energy $E$ by $\Lambda(E)=\sum_n\int_k\Omega_n\Theta(E-\varepsilon_n)$. Since $f(\varepsilon)=\int_\varepsilon^\infty(-f')dE$, exchanging integrals yields

$$\sigma_{xy}=-\frac{q^2}\hbar\int(-f')\Lambda\,dE,\qquad
\kappa_{xy}=-\frac1{\hbar T}\int(E-\mu)^2(-f')\Lambda\,dE .$$

Both conductivities now sample the same function near $\mu$. If $\Lambda$ is smooth there on the scale $k_BT$, expand it to second order. The second and fourth moments of $-f'$ are $\pi^2(k_BT)^2/3$ and $7\pi^4(k_BT)^4/15$. Therefore

$$\sigma_{xy}=-\frac{q^2}\hbar\left[\Lambda+\frac{\pi^2}6(k_BT)^2\Lambda''\right],$$
$$\kappa_{xy}=-\frac{k_B^2T}\hbar\left[\frac{\pi^2}3\Lambda+\frac{7\pi^4}{30}(k_BT)^2\Lambda''\right].$$

For $\Lambda(\mu)\ne0$,

$$\boxed{\frac{\kappa_{xy}}{\sigma_{xy}T}=\frac{\pi^2k_B^2}{3q^2}\left[1+\frac{8\pi^2}{15}(k_BT)^2\frac{\Lambda''}\Lambda+\cdots\right].}$$

The coefficient is $7\pi^2/10-\pi^2/6=8\pi^2/15$. As $T\to0$ this is the Wiedemann–Franz law, with $L_0=2.443\times10^{-8}$ W Ω/K² for electrons.

**Limit: $\mu$ in a Chern gap.** Then $\Lambda=C/2\pi$, with $C$ now the sum of the Chern numbers of the filled bands, giving $\sigma_{xy}=-Cq^2/h$ and $\kappa_{xy}=-C\pi^2k_B^2T/3h$. For a honeycomb electron model with the same phases, real hopping 100 meV and imaginary hopping 5 meV, the lower band has $C=1$. At 10 K and mid-gap the values are $-3.874\times10^{-5}$ S and $-9.464\times10^{-12}$ W/K.

**Limit: $\mu$ in a band.** Put $\mu=45$ meV from mid-gap, above the upper-band edge at 26 meV. Momentum sums on a $1200\times1200$ grid give $L/L_0=1.0010$ at 5 K and 1.0042 at 10 K, where $L=\kappa_{xy}/(\sigma_{xy}T)$. Doubling $T$ multiplies the deviation by about four, as the expansion requires. At 300 K, $k_BT=25.9$ meV spans the band edge and $L/L_0$ falls to 0.67.

A heat experiment usually imposes zero charge current. This subtracts $T\alpha\sigma^{-1}\alpha$, where the thermoelectric tensor $\alpha$ is proportional to $T$ at low temperature. The subtraction is then of relative order $T^2$ when $\sigma$ stays finite and invertible, so the limiting law survives. Using the Hall elements alone, its size is $(\pi^2/3)(k_BT\Lambda'/\Lambda)^2=1.6\times10^{-3}$ at 10 K; longitudinal elements would alter this estimate. Inelastic scattering can also spoil the common energy weighting assumed here.
